# Longitudinal mode spacing of a 300 µm semiconductor laser: a numerical check

```python
# Result under test: neighbouring longitudinal modes of a Fabry-Perot laser are
# separated by  spacing = lam^2 / (2 ng L)  and, in frequency, by  c / (2 ng L).
# lam: vacuum wavelength (nm); L: cavity length (nm inside the program);
# n(lam): effective phase index; ng = n - lam dn/dlam: group index.
# The modes are found as peaks of an explicit sum of round-trip waves.
import numpy as np
from scipy.constants import c
from scipy.optimize import minimize_scalar

LAM0 = 1550.0            # nm
LENGTH = 300.0e3         # nm
NG0 = 4.0
N0 = 3.25                # rough phase index
NG_SLOPE = -6.0e-4       # rough d(ng)/d(lam), per nm
FACET_R = ((N0 - 1) / (N0 + 1))**2


def make_index(n0=N0, ng=NG0, ng_slope=NG_SLOPE):
    """Quadratic phase index with chosen n, ng and ng slope at LAM0."""
    first = (n0 - ng) / LAM0
    second = -ng_slope / LAM0
    return lambda lam: (n0 + first * (lam - LAM0)
                        + 0.5 * second * (lam - LAM0)**2)


def group_index(index, lam):
    h = 0.1
    return index(lam) - lam * (index(lam + h) - index(lam - h)) / (2 * h)


def spacing_formula(index, length, lam):
    return lam**2 / (2 * group_index(index, lam) * length)


def circulating_power(offset, index, length, facet_phase):
    lam = LAM0 + offset
    phase = 4 * np.pi * index(lam) * length / lam + facet_phase
    field = 0
    for trip in range(40):
        field = field + FACET_R**trip * np.exp(1j * trip * phase)
    return np.abs(field)**2


def find_modes(index, length=LENGTH, facet_phase=0.0):
    """Return {mode number: wavelength in nm} within 4 nm of LAM0."""
    x = np.arange(-4.0, 4.0, 0.01)
    p = circulating_power(x, index, length, facet_phase)
    modes = {}
    for i in range(1, len(x) - 1):
        if p[i] > p[i - 1] and p[i] >= p[i + 1]:
            best = minimize_scalar(
                lambda y: -circulating_power(y, index, length, facet_phase),
                bounds=(x[i - 1], x[i + 1]), method="bounded",
                options={"xatol": 1e-9})
            lam = LAM0 + best.x
            order = 2 * index(lam) * length / lam + facet_phase / (2 * np.pi)
            assert abs(order - round(order)) < 1e-6
            modes[round(order)] = lam
    return modes


def central_mode(modes):
    return min(modes, key=lambda m: abs(modes[m] - LAM0))


def checked_spacing(index, length=LENGTH, facet_phase=0.0):
    """Test the formula against peaks, then return its value at LAM0."""
    modes = find_modes(index, length, facet_phase)
    m = central_mode(modes)
    mean_gap = (modes[m - 1] - modes[m + 1]) / 2
    expected = spacing_formula(index, length, modes[m])
    assert abs(mean_gap / expected - 1) < 2e-5
    return spacing_formula(index, length, LAM0)


# Main case: wavelength and frequency spacing
index = make_index()
modes = find_modes(index)
m = central_mode(modes)
lam_m = modes[m]
spacing = checked_spacing(index)
gap_long = modes[m - 1] - lam_m
gap_short = lam_m - modes[m + 1]
assert abs(gap_long - 1.0) < 0.01 and abs(gap_short - 1.0) < 0.01

freq_gap = (c / modes[m + 1] - c / modes[m - 1]) / 2 * 1e9    # Hz
freq_formula = c / (2 * group_index(index, lam_m) * LENGTH * 1e-9)
assert abs(freq_gap / freq_formula - 1) < 2e-5
freq_spacing = c / (2 * NG0 * LENGTH * 1e-9)

# The phase index gives a wrong spacing
wrong_spacing = LAM0**2 / (2 * N0 * LENGTH)
assert abs(wrong_spacing / gap_long - 1) > 0.2

# Unequal neighbouring gaps: predicted difference is s times ds/dlam
s_m = spacing_formula(index, LENGTH, lam_m)
s_prime = s_m * (2 / lam_m - NG_SLOPE / group_index(index, lam_m))
assert abs((gap_long - gap_short) / (s_m * s_prime) - 1) < 0.01

# Constant group index: the product formula holds without approximation
flat_modes = find_modes(make_index(ng_slope=0.0))
k = central_mode(flat_modes)
flat_gap = flat_modes[k - 1] - flat_modes[k]
product = flat_modes[k - 1] * flat_modes[k] / (2 * NG0 * LENGTH)
assert abs(flat_gap / product - 1) < 5e-6

# A constant facet phase shifts the comb but keeps the spacing law
facet_phase = 1.0
checked_spacing(index, facet_phase=facet_phase)
shifted = find_modes(index, facet_phase=facet_phase)
comb_shift = shifted[m] - lam_m
assert abs(comb_shift / (s_m * facet_phase / (2 * np.pi)) - 1) < 0.01

# Pulse delay over one round trip, from a superposition of plane waves
omega = np.linspace(-5e12, 5e12, 401)                         # rad/s
lam_pulse = c / (c / (LAM0 * 1e-9) + omega / (2 * np.pi)) * 1e9
phase = 4 * np.pi * index(lam_pulse) * LENGTH / lam_pulse
spectrum = np.exp(-0.5 * (omega / 1e12)**2 + 1j * phase)
time = np.linspace(0, 16e-12, 801)
pulse = np.abs(np.exp(-1j * np.outer(time, omega)) @ spectrum)**2
delay = np.sum(time * pulse) / np.sum(pulse)
assert abs(delay * freq_gap - 1) < 1e-3

# Sizes of neglected effects (rough assumed changes)
length_error = 5.0e3                                         # nm
ng_error = 0.1
spacing_longer = checked_spacing(index, LENGTH + length_error)
spacing_ng = checked_spacing(make_index(ng=NG0 + ng_error))

heating = 20.0                                               # K
dn_dt, dng_dt, expansion = 2e-4, 5e-4, 5e-6                  # per K
hot_index = make_index(N0 + dn_dt * heating, NG0 + dng_dt * heating)
hot_length = LENGTH * (1 + expansion * heating)
spacing_hot = checked_spacing(hot_index, hot_length)
drift = find_modes(hot_index, hot_length)[m] - lam_m
drift_formula = LAM0 * (dn_dt + N0 * expansion) * heating / NG0
assert abs(drift / drift_formula - 1) < 0.01
assert drift > spacing and abs(spacing_hot / spacing - 1) < 0.01


def percent(value):
    return 100 * (value / spacing - 1)


print(f"wavelength: {LAM0:.0f} nm")
print(f"cavity length: {LENGTH / 1e3:.0f} um")
print(f"group index: {NG0:.2f} (dimensionless)")
print(f"wavelength squared: {LAM0**2:.0f} nm^2")
print(f"optical round-trip length 2 ng L: {2 * NG0 * LENGTH:.0f} nm")
print(f"mode spacing from formula: {spacing:.4f} nm")
print(f"frequency spacing from formula: {freq_spacing / 1e9:.2f} GHz")
print(f"phase index (rough): {N0:.2f} (dimensionless)")
print(f"group-index slope (rough): {NG_SLOPE:.4f} per nm")
print(f"facet power reflectivity: {FACET_R:.3f} (dimensionless)")
print(f"2 n L / wavelength at 1550 nm: {2 * N0 * LENGTH / LAM0:.3f}")
print(f"nearest mode number: {m}")
for number in (m + 1, m, m - 1):
    print(f"peak wavelength of mode {number}: {modes[number]:.4f} nm")
print(f"gap on short-wavelength side: {gap_short:.5f} nm")
print(f"gap on long-wavelength side: {gap_long:.5f} nm")
print(f"difference of the two gaps: {gap_long - gap_short:.5f} nm")
print(f"frequency spacing from peaks: {freq_gap / 1e9:.2f} GHz")
print(f"pulse round-trip delay: {delay * 1e12:.3f} ps")
print(f"spacing if phase index is misused: {wrong_spacing:.4f} nm")
print(f"error of that misuse: {percent(wrong_spacing):.1f} percent")
print(f"comb shift for facet phase {facet_phase:.1f} rad: {comb_shift:.4f} nm")
print(f"assumed cleaving error: {length_error / 1e3:.0f} um")
print(f"spacing with longer cavity: {spacing_longer:.4f} nm")
print(f"change from longer cavity: {percent(spacing_longer):.2f} percent")
print(f"assumed group-index error: {ng_error:.2f} (dimensionless)")
print(f"spacing with larger group index: {spacing_ng:.4f} nm")
print(f"change from group index: {percent(spacing_ng):.2f} percent")
print(f"assumed heating: {heating:.0f} K")
print(f"assumed dn/dT: {dn_dt:.1e} per K")
print(f"assumed dng/dT: {dng_dt:.1e} per K")
print(f"assumed thermal expansion: {expansion:.1e} per K")
print(f"drift of one mode on heating, from peaks: {drift:.3f} nm")
print(f"drift of one mode, from formula: {drift_formula:.3f} nm")
print(f"spacing at 1550 nm after heating: {spacing_hot:.4f} nm")
print(f"change of spacing on heating: {percent(spacing_hot):.2f} percent")
print("checks complete")
```

Running it gives:

```
wavelength: 1550 nm
cavity length: 300 um
group index: 4.00 (dimensionless)
wavelength squared: 2402500 nm^2
optical round-trip length 2 ng L: 2400000 nm
mode spacing from formula: 1.0010 nm
frequency spacing from formula: 124.91 GHz
phase index (rough): 3.25 (dimensionless)
group-index slope (rough): -0.0006 per nm
facet power reflectivity: 0.280 (dimensionless)
2 n L / wavelength at 1550 nm: 1258.065
nearest mode number: 1258
peak wavelength of mode 1259: 1549.0642 nm
peak wavelength of mode 1258: 1550.0646 nm
peak wavelength of mode 1257: 1551.0664 nm
gap on short-wavelength side: 1.00041 nm
gap on long-wavelength side: 1.00186 nm
difference of the two gaps: 0.00144 nm
frequency spacing from peaks: 124.91 GHz
pulse round-trip delay: 8.006 ps
spacing if phase index is misused: 1.2321 nm
error of that misuse: 23.1 percent
comb shift for facet phase 1.0 rad: 0.1594 nm
assumed cleaving error: 5 um
spacing with longer cavity: 0.9846 nm
change from longer cavity: -1.64 percent
assumed group-index error: 0.10 (dimensionless)
spacing with larger group index: 0.9766 nm
change from group index: -2.44 percent
assumed heating: 20 K
assumed dn/dT: 2.0e-04 per K
assumed dng/dT: 5.0e-04 per K
assumed thermal expansion: 5.0e-06 per K
drift of one mode on heating, from peaks: 1.674 nm
drift of one mode, from formula: 1.676 nm
spacing at 1550 nm after heating: 0.9984 nm
change of spacing on heating: -0.26 percent
checks complete
```
